# The Quadratic Term and Size Intensivity in EOM-CCSD Spin-Spin Couplings: test program

```python
"""
Result under test: for static second derivatives D = d2E/da db at the CCSD level,
  response theory : D_LR = L + Q   (Q = quadratic term)
  CI-like EOM sum : D_CI = L + U   (U = unlinked products)
  D_LR - D_CI = <(1+Lambda) Hbar [triples and quadruples of T^A T^B]>.
A distant spectator without a coupled nucleus changes neither D_LR nor D_CI.
If the operators sit on two distant molecules, D_LR = 0 but D_CI = U, which
vanishes for spin-odd (contact) operators and not for orbital currents.

Symbols: tau = single and double excitation operators, T = cluster operator,
Hbar = exp(-T) H exp(T), Lambda = left amplitudes, L = linear commutator terms.
Contact-like operator: s_z of one orbital. Current operator: i K, K real and
antisymmetric, so its D is minus the D of K. Energies in eV, D in 1/eV.
"""
from itertools import combinations
import numpy as np
from scipy.constants import h as planck, e as charge
from scipy.linalg import block_diag


def string_operators(n_orb, n_el):
    """Matrices of c_p^+ c_q for one spin, in the basis of occupation strings."""
    strings = list(combinations(range(n_orb), n_el))
    index = {s: k for k, s in enumerate(strings)}
    ops = np.zeros((n_orb, n_orb, len(strings), len(strings)))
    for col, s in enumerate(strings):
        for q in s:
            rest = [x for x in s if x != q]
            for p in range(n_orb):
                if p not in rest:
                    new = tuple(sorted(rest + [p]))
                    sign = (-1) ** (s.index(q) + new.index(p))
                    ops[p, q, index[new], col] = sign
    return ops


def hartree_fock(h_one, u_rep):
    """Closed-shell orbitals of a half-filled fragment; returns occupied, virtual."""
    n_occ = len(h_one) // 2
    density = np.full(len(h_one), 0.5)
    for _ in range(2000):
        _, orb = np.linalg.eigh(h_one + np.diag(u_rep * density))
        new = (orb[:, :n_occ] ** 2).sum(axis=1)
        change = abs(new - density).max()
        density = 0.5 * density + 0.5 * new
        if change < 1e-14:
            break
    assert change < 1e-12
    return orb[:, :n_occ], orb[:, n_occ:]


def nilpotent_exp(matrix, order):
    total = np.eye(len(matrix))
    term = total
    for k in range(1, order + 1):
        term = term @ matrix / k
        total = total + term
    return total


class Molecules:
    """One or several non-interacting half-filled molecules treated together."""

    def __init__(self, fragments, u_rep):
        pairs = [hartree_fock(f, u_rep) for f in fragments]
        self.orb = np.hstack([block_diag(*[p[0] for p in pairs]),
                              block_diag(*[p[1] for p in pairs])])
        self.n = len(self.orb)
        n_occ = self.n // 2
        self.n_el = 2 * n_occ
        self.ops = string_operators(self.n, n_occ)
        self.one = np.eye(self.ops.shape[2])
        self.ham = self.spin_free(block_diag(*fragments))
        for site in range(self.n):
            dens = self.string_matrix(self.site_projector(site))
            self.ham = self.ham + u_rep * np.kron(dens, dens)
        occ, vir = range(n_occ), range(n_occ, self.n)
        single = [self.ops[a, i] for i in occ for a in vir]
        same = [self.ops[a, i] @ self.ops[b, j]
                for i, j in combinations(occ, 2) for a, b in combinations(vir, 2)]
        self.tau = np.array([np.kron(x, self.one) for x in single + same]
                            + [np.kron(self.one, x) for x in single + same]
                            + [np.kron(x, y) for x in single for y in single])
        self.exc = self.tau[:, :, 0].T.copy()
        assert np.allclose(self.exc.T @ self.exc, np.eye(len(self.tau)))
        self.prepare()

    def site_projector(self, site):
        m = np.zeros((self.n, self.n))
        m[site, site] = 1.0
        return m

    def string_matrix(self, m):
        return np.einsum('pq,pqij->ij', self.orb.T @ m @ self.orb, self.ops)

    def spin_free(self, m):
        x = self.string_matrix(m)
        return np.kron(x, self.one) + np.kron(self.one, x)

    def contact(self, site):
        x = self.string_matrix(self.site_projector(site))
        return 0.5 * (np.kron(x, self.one) - np.kron(self.one, x))

    def current(self, p, q):
        m = np.zeros((self.n, self.n))
        m[q, p], m[p, q] = 1.0, -1.0
        return self.spin_free(m)

    def operator(self, amplitudes):
        return np.tensordot(amplitudes, self.tau, 1)

    def solve_ccsd(self, ham):
        t = np.zeros(len(self.tau))
        for _ in range(60):
            cluster = self.operator(t)
            plus = nilpotent_exp(cluster, self.n_el)
            minus = nilpotent_exp(-cluster, self.n_el)
            hbar = minus @ ham @ plus
            residual = self.exc.T @ hbar[:, 0]
            jac = self.exc.T @ (hbar @ self.exc - (self.tau @ hbar[:, 0]).T)
            if abs(residual).max() < 1e-11:
                return hbar, plus, minus, jac
            t = t - np.linalg.solve(jac, residual)
        raise AssertionError("CCSD did not converge")

    def prepare(self):
        self.hbar, self.plus, self.minus, self.jac = self.solve_ccsd(self.ham)
        self.energy = self.hbar[0, 0]
        self.lam = -np.linalg.solve(self.jac.T, self.hbar[0] @ self.exc)
        self.bra = self.exc @ self.lam
        self.bra[0] += 1.0
        # The commutator Jacobian must equal the shifted EOM matrix.
        eom = self.exc.T @ self.hbar @ self.exc
        assert np.allclose(self.jac, eom - self.energy * np.eye(len(eom)), atol=1e-9)
        ref = np.eye(len(self.ham))[:, :1]
        self.space = np.hstack([ref, self.exc])
        self.eom = self.space.T @ self.hbar @ self.space
        self.left = np.concatenate([[1.0], self.lam])
        assert abs(self.left @ self.eom - self.energy * self.left).max() < 1e-9

    def bar(self, op):
        return self.minus @ op @ self.plus

    def response(self, op_a, op_b):
        a_bar, b_bar = self.bar(op_a), self.bar(op_b)
        a, b = self.exc.T @ a_bar[:, 0], self.exc.T @ b_bar[:, 0]
        ta, tb = -np.linalg.solve(self.jac, a), -np.linalg.solve(self.jac, b)
        op_ta, op_tb = self.operator(ta), self.operator(tb)
        va, vb = op_ta[:, 0], op_tb[:, 0]
        hb, bra = self.hbar, self.bra
        linear = bra @ (a_bar @ vb - op_tb @ a_bar[:, 0]
                        + b_bar @ va - op_ta @ b_bar[:, 0])
        quadratic = bra @ (hb @ (op_ta @ vb) - op_ta @ (hb @ vb)
                           - op_tb @ (hb @ va) + op_tb @ (op_ta @ hb[:, 0]))
        unlinked = (bra @ (op_tb @ (self.exc @ a) + op_ta @ (self.exc @ b))
                    - (self.lam @ tb) * (self.lam @ a)
                    - (self.lam @ ta) * (self.lam @ b))
        product = op_ta @ vb
        outside = product - self.exc @ (self.exc.T @ product)
        higher = bra @ (hb @ outside)
        # CI-like value: reduced resolvent of the EOM matrix without its ground state.
        ground = np.outer(np.eye(len(self.eom))[:, 0], self.left)
        resolvent = np.linalg.inv(self.energy * np.eye(len(self.eom))
                                  - self.eom + ground) - ground
        am, bm = (self.space.T @ x @ self.space for x in (a_bar, b_bar))
        ci = self.left @ (am @ resolvent @ bm[:, 0] + bm @ resolvent @ am[:, 0])
        out = dict(L=linear, Q=quadratic, U=unlinked, higher=higher, CI=ci,
                   LR=linear + quadratic, lam_a=self.lam @ a, lam_b=self.lam @ b)
        assert abs(ci - linear - unlinked) < 1e-9
        assert abs(out['LR'] - ci - higher) < 1e-9
        return out

    def explicit_state_sum(self, op_a, op_b):
        """CI-like value from all left and right EOM eigenvectors."""
        values, right = np.linalg.eig(self.eom)
        left = np.linalg.inv(right)
        g = int(np.argmin(abs(values - self.energy)))
        bra, ket = left[g] / left[g, 0], np.eye(len(values))[:, 0]
        am, bm = (self.space.T @ self.bar(x) @ self.space for x in (op_a, op_b))
        total = 0.0
        for k in range(len(values)):
            if k != g:
                num = ((bra @ am @ right[:, k]) * (left[k] @ bm @ ket)
                       + (bra @ bm @ right[:, k]) * (left[k] @ am @ ket))
                total += num / (self.energy - values[k])
        assert abs(np.imag(total)) < 1e-8
        return float(np.real(total))

    def finite_difference(self, op_a, op_b):
        """Mixed second derivative of the perturbed CCSD energy, extrapolated."""
        def mixed(step):
            def en(x, y):
                return self.solve_ccsd(self.ham + step * (x * op_a + y * op_b))[0][0, 0]
            return (en(1, 1) - en(1, -1) - en(-1, 1) + en(-1, -1)) / (4 * step ** 2)
        return (4 * mixed(0.01) - mixed(0.02)) / 3

    def exact(self, op_a, op_b):
        """Ground energy and second derivative from full diagonalization."""
        val, vec = np.linalg.eigh(self.ham)
        am, bm = vec.T @ op_a @ vec, vec.T @ op_b @ vec
        num = am[0, 1:] * bm[1:, 0] + bm[0, 1:] * am[1:, 0]
        return val[0], (num / (val[0] - val[1:])).sum()


# Round model parameters in eV
U_REP, HOP, HOP2, HOP_Y = 4.0, -2.5, -0.8, -2.0
SITES_X, SITES_Y = [0.0, 1.0, -1.0, 0.5], [-1.0, 1.5]
FREQ = 1.0e9   # hyperfine constant / h of every nucleus, Hz
frag_x = (np.diag(SITES_X) + HOP * (np.eye(4, k=1) + np.eye(4, k=-1))
          + HOP2 * (np.eye(4, k=2) + np.eye(4, k=-2)))
frag_y = np.diag(SITES_Y) + HOP_Y * (np.eye(2, k=1) + np.eye(2, k=-1))
to_hz = FREQ ** 2 * planck / charge   # J in Hz for D = 1/eV

print("Repulsion U, hoppings X (near, next), Y [eV]:", U_REP, HOP, HOP2, HOP_Y)
print("Orbital energies X [eV]:", SITES_X, " Y [eV]:", SITES_Y)
print(f"Hyperfine constant/h = {FREQ/1e6:.0f} MHz; J/D = {to_hz:.3f} Hz eV")

mol_x = Molecules([frag_x], U_REP)
mol_y = Molecules([frag_y], U_REP)
mol_xy = Molecules([frag_x, frag_y], U_REP)
assert abs(mol_xy.energy - mol_x.energy - mol_y.energy) < 1e-9
print(f"X energies [eV]: HF {mol_x.ham[0, 0]:.6f}, CCSD {mol_x.energy:.6f}, "
      f"exact {np.linalg.eigvalsh(mol_x.ham)[0]:.6f}")
print(f"Y CCSD energy {mol_y.energy:.6f} eV; X+Y CCSD {mol_xy.energy:.6f} eV")

# Both nuclei on X, without and with the spectator Y
cases = {
    "FC": (1.0, lambda m: (m.contact(0), m.contact(3))),
    "PSO": (-1.0, lambda m: (m.current(0, 1), m.current(2, 3))),
}
for name, (phase, make) in cases.items():
    ops = make(mol_x)
    alone = mol_x.response(*ops)
    assert abs(mol_x.explicit_state_sum(*ops) - alone['CI']) < 1e-8
    numeric = mol_x.finite_difference(*ops)
    assert abs(numeric - alone['LR']) < 1e-7
    assert abs(alone['Q']) > 1e-7 and abs(alone['higher']) > 1e-7
    _, exact = mol_x.exact(*ops)
    both = mol_xy.response(*make(mol_xy))
    for key in ('L', 'Q', 'U', 'CI', 'LR'):
        assert abs(both[key] - alone[key]) < 1e-9
    print(f"{name} in X, D parts [1/eV]: L {phase*alone['L']:.7f}, "
          f"Q {phase*alone['Q']:.7f}, U {phase*alone['U']:.7f}")
    print(f"{name} in X, D [1/eV]: response {phase*alone['LR']:.7f}, "
          f"CI-like {phase*alone['CI']:.7f}, exact {phase*exact:.7f}")
    print(f"{name} in X, finite-difference D {phase*numeric:.7f} 1/eV; "
          f"triples+quadruples part {phase*alone['higher']:.3e} 1/eV")
    print(f"{name} in X, J [Hz]: response {phase*to_hz*alone['LR']:.4f}, "
          f"CI-like {phase*to_hz*alone['CI']:.4f}, exact {phase*to_hz*exact:.4f}")
    print(f"{name} with spectator Y, J [Hz]: response {phase*to_hz*both['LR']:.4f}, "
          f"CI-like {phase*to_hz*both['CI']:.4f}")

# One operator on X, the other on the distant molecule Y
cross_cases = {
    "FC": (1.0, mol_xy.contact(0), mol_xy.contact(4)),
    "PSO": (-1.0, mol_xy.current(0, 1), mol_xy.current(4, 5)),
    "charge": (1.0, mol_xy.spin_free(mol_xy.site_projector(0)),
               mol_xy.spin_free(mol_xy.site_projector(4))),
}
for name, (phase, op_x, op_y) in cross_cases.items():
    cross = mol_xy.response(op_x, op_y)
    e_exact, d_exact = mol_xy.exact(op_x, op_y)
    e_parts = np.linalg.eigvalsh(mol_x.ham)[0] + np.linalg.eigvalsh(mol_y.ham)[0]
    assert abs(e_exact - e_parts) < 1e-9 and abs(d_exact) < 1e-9
    assert abs(cross['L']) < 1e-9 and abs(cross['Q']) < 1e-9
    if name == "FC":
        assert abs(cross['CI']) < 1e-9
        assert max(abs(cross['lam_a']), abs(cross['lam_b'])) < 1e-9
    else:
        assert abs(cross['CI']) > 1e-7
        assert min(abs(cross['lam_a']), abs(cross['lam_b'])) > 1e-7
    print(f"{name} across X...Y: CI-like D {phase*cross['CI']:.3e} 1/eV, "
          f"response below 1e-9: {abs(cross['LR']) < 1e-9}")
    print(f"   Lambda.a on X {cross['lam_a']:.3e}, on Y {cross['lam_b']:.3e}"
          + (" (real K)" if name == "PSO" else ""))
    if name != "charge":
        print(f"   CI-like J across X...Y = {phase*to_hz*cross['CI']:.3e} Hz")
del mol_xy, cross_cases

# Identical distant copies of Y with the sum of their current operators
ci_total, lr_total = [], []
for copies in (1, 2, 3):
    group = Molecules([frag_y] * copies, U_REP)
    total_current = sum(group.current(2 * k, 2 * k + 1) for k in range(copies))
    res = group.response(total_current, total_current)
    ci_total.append(-res['CI'])
    lr_total.append(-res['LR'])
    if copies == 1:
        _, d_one = group.exact(total_current, total_current)
        assert abs(res['CI'] - d_one) < 1e-9 and abs(res['LR'] - d_one) < 1e-9
    print(f"{copies} copies of Y, summed current, D [1/eV]: "
          f"response {lr_total[-1]:.7f}, CI-like {ci_total[-1]:.7f}")
pair = (ci_total[1] - 2 * ci_total[0]) / 2
assert abs(pair) > 1e-7
assert abs(ci_total[2] - 3 * ci_total[0] - 6 * pair) < 1e-9
assert all(abs(lr_total[k] - (k + 1) * lr_total[0]) < 1e-9 for k in range(3))
print(f"Spurious term c per ordered pair of copies: {pair:.3e} 1/eV")
print("all good")
```

It prints:

```
Repulsion U, hoppings X (near, next), Y [eV]: 4.0 -2.5 -0.8 -2.0
Orbital energies X [eV]: [0.0, 1.0, -1.0, 0.5]  Y [eV]: [-1.0, 1.5]
Hyperfine constant/h = 1000 MHz; J/D = 4135.668 Hz eV
X energies [eV]: HF -6.871549, CCSD -7.490256, exact -7.490582
Y CCSD energy -2.248189 eV; X+Y CCSD -9.738445 eV
FC in X, D parts [1/eV]: L 0.0495932, Q 0.0171567, U 0.0173821
FC in X, D [1/eV]: response 0.0667499, CI-like 0.0669753, exact 0.0645698
FC in X, finite-difference D 0.0667499 1/eV; triples+quadruples part -2.254e-04 1/eV
FC in X, J [Hz]: response 276.0555, CI-like 276.9878, exact 267.0393
FC with spectator Y, J [Hz]: response 276.0555, CI-like 276.9878
PSO in X, D parts [1/eV]: L 0.0462665, Q -0.0104239, U -0.0107270
PSO in X, D [1/eV]: response 0.0358426, CI-like 0.0355395, exact 0.0333168
PSO in X, finite-difference D 0.0358426 1/eV; triples+quadruples part 3.031e-04 1/eV
PSO in X, J [Hz]: response 148.2332, CI-like 146.9797, exact 137.7873
PSO with spectator Y, J [Hz]: response 148.2332, CI-like 146.9797
FC across X...Y: CI-like D -5.306e-20 1/eV, response below 1e-9: True
   Lambda.a on X -2.435e-18, on Y -1.162e-19
   CI-like J across X...Y = -2.194e-16 Hz
PSO across X...Y: CI-like D -1.885e-03 1/eV, response below 1e-9: True
   Lambda.a on X 3.691e-02, on Y 7.276e-02 (real K)
   CI-like J across X...Y = -7.798e+00 Hz
charge across X...Y: CI-like D 5.256e-04 1/eV, response below 1e-9: True
   Lambda.a on X -2.558e-02, on Y -4.265e-02
1 copies of Y, summed current, D [1/eV]: response -0.8941157, CI-like -0.8941157
2 copies of Y, summed current, D [1/eV]: response -1.7882315, CI-like -1.7955117
3 copies of Y, summed current, D [1/eV]: response -2.6823472, CI-like -2.7041880
Spurious term c per ordered pair of copies: -3.640e-03 1/eV
all good
```
